# Zero net uptake does not mean zero sticking

Indium vapour has stood over a silicon surface until the surface takes up no more of it. A calculation must now predict what happens when the vapour supply is cut off. What boundary condition should describe the surface? If its sticking probability is zero, it can be treated as a wall that reflects every arriving atom and releases none from store. If it is still capturing atoms and releasing others at the same rate, it will go on emitting indium after the supply has gone. Both descriptions give zero net flux before the change, but they predict different things after it.

## The belief and its appeal

The belief runs as follows. The sticking probability is the share of arriving atoms that the surface takes up. At equilibrium the adsorbed amount no longer grows. The surface therefore takes up nothing, and its sticking probability has fallen to zero.

There are good reasons to find this persuasive. On a clean surface from which almost nothing desorbs, every captured atom adds to the adsorbed amount, so measured uptake per impact and capture probability are the same number. There is also a case in which the conclusion is right: if adsorbed atoms never leave, the surface fills completely, no site is left, and capture really does stop. The error lies in carrying the identity of uptake and capture over to a surface that also releases atoms.

## Two rates behind one difference

Take a surface with $n$ equivalent sites per unit area, each holding at most one atom. The sites are independent, and $\theta$ is the share that is filled. An atom that strikes an empty site is captured with probability $s_0$; one that strikes a filled site is reflected. Each adsorbed atom leaves at the rate $k_d$, whatever its neighbours do. This is the Langmuir model. "Captured" means bound in a site, however long the atom stays there. Gas and surface share one temperature $T$, as true equilibrium requires. The algebra holds in atomic units, with $k_BT$ as an energy; the numbers will be in laboratory units.

First we need the number of impacts per area and time, $\Phi$. An ideal gas at pressure $p$ has $p/(k_BT)$ atoms per volume. Let $v$ be the velocity component towards the surface and $m$ the atomic mass. Atoms with $v>0$ arrive at a rate proportional to $v$, so the Maxwell distribution gives

$$\Phi=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv .$$

The integral equals $k_BT/m$. Hence

$$\Phi=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

A random impact meets an empty site with probability $1-\theta$. The capture, or sticking, probability per impact is therefore

$$s=s_0(1-\theta).$$

There are $n\theta$ adsorbed atoms per area, and they desorb at the total rate $nk_d\theta$. The adsorbed amount changes by the difference between capture and desorption:

$$n\frac{d\theta}{dt}=s_0\Phi(1-\theta)-nk_d\theta .$$

Dividing by $\Phi$ gives the net uptake per impact, which we call $\gamma$:

$$\gamma=\frac{n}{\Phi}\frac{d\theta}{dt}=s-\frac{nk_d\theta}{\Phi}.$$

The belief treats $\gamma$ and $s$ as one quantity. They differ by the desorption term, and equilibrium makes $\gamma$ vanish, not $s$.

To find the equilibrium coverage, define the capture rate of an empty site, $a=s_0\Phi/n$. Setting $d\theta/dt=0$ gives $a(1-\theta)=k_d\theta$. Collecting the terms in $\theta$ gives $a=(a+k_d)\theta$, so

$$\theta_{eq}=\frac{a}{a+k_d},\qquad 1-\theta_{eq}=\frac{k_d}{a+k_d}.$$

The sticking probability at equilibrium is then

$$s_{eq}=s_0\frac{k_d}{a+k_d}=\frac{s_0}{1+s_0\Phi/(nk_d)} .$$

For $s_0>0$, $k_d>0$ and any finite pressure, this is positive.

The conditions matter. If $k_d=0$ and $a>0$, the surface ends full and $s=0$, which is the case where the belief is right. If $s_0=0$, an initially clean surface also shows zero uptake, and its sticking probability is indeed zero. Zero uptake is thus compatible with zero sticking, but does not imply it.

Nor does knowing the coverage settle the matter. The balance fixes the ratio $a/k_d=\theta_{eq}/(1-\theta_{eq})$. Multiplying $s_0$ and $k_d$ by a common factor leaves that ratio unchanged but changes the rate of exchange. An equilibrium coverage alone cannot reveal how fast the surface is working.

## A number for indium on silicon

Indium is used as a dopant in silicon molecular beam epitaxy. Consider its vapour over Si(001) in an isothermal vessel at 900 K and $2\times10^{-8}$ Torr. Rough typical values are a binding energy $E=2.8$ eV, an attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$, a site density $n=5\times10^{14}\ \mathrm{cm^{-2}}$ and $s_0=0.9$. Desorption is taken to be thermally activated. With $k_BT=0.07756$ eV,

$$k_d=\nu e^{-E/(k_BT)}=2.09\times10^{-3}\ \mathrm{s^{-1}},$$

so an adsorbed atom stays for $1/k_d=478$ s on average.

The impact formula gives $\Phi=2.185\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$. The capture rate of an empty site is

$$a=\frac{0.9\times2.185\times10^{12}}{5\times10^{14}}\ \mathrm{s^{-1}}=3.93\times10^{-3}\ \mathrm{s^{-1}} .$$

The coverage and sticking probability follow:

$$\theta_{eq}=\frac{3.93}{3.93+2.09}=0.653,\qquad s_{eq}=0.9\times(1-0.653)=0.312 .$$

Nearly one impact in three still ends in capture. The captured flux $s_{eq}\Phi$ is $6.83\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$, and the desorbed flux $nk_d\theta_{eq}$ has the same value. In more tangible terms, each square nanometre captures 0.41 atoms per minute and loses as many. The digits serve to follow the arithmetic; the rough inputs do not support such precision for a real surface.

The same result can be read from the atoms leaving the surface. At equilibrium as many leave as arrive. A share $1-s_{eq}$ of them has just been reflected, while a share $s_{eq}$ has spent time in a site. A detector that counts departing atoms without distinguishing these histories sees the same total as it would from a reflecting wall.

A random simulation of individual impacts on 300 sites, with these rates, tests the result without using the equilibrium formula. After an initial filling period, 514,273 impacts gave 160,424 captures and 160,415 desorptions. The captured share was 0.3119, within 0.2 percent of the predicted value, which is about the statistical scatter between runs of this length. The near equality of captures and desorptions is weaker evidence, since their difference can never exceed the number of sites. The informative result is that both counts are large.

## Watching uptake and sticking part company

Start with a clean surface and hold pressure and temperature fixed. Dividing the rate equation by $n$ gives

$$\frac{d\theta}{dt}=a-\lambda\theta,\qquad \lambda=a+k_d .$$

The difference $\theta-\theta_{eq}$ obeys $d(\theta-\theta_{eq})/dt=-\lambda(\theta-\theta_{eq})$, because $a=\lambda\theta_{eq}$. It starts at $-\theta_{eq}$, so

$$\theta(t)=\theta_{eq}\left(1-e^{-\lambda t}\right).$$

Differentiating and using $\lambda\theta_{eq}=a$ gives $d\theta/dt=ae^{-\lambda t}$. The two probabilities are therefore

$$\gamma(t)=\frac{n}{\Phi}\,a\,e^{-\lambda t}=s_0e^{-\lambda t},$$

$$s(t)=s_0(1-\theta_{eq})+s_0\theta_{eq}e^{-\lambda t}.$$

Both begin at $s_0$. The net uptake decays to zero, while the sticking probability decays to $s_0(1-\theta_{eq})$. In the example $1/\lambda=166$ s, and the values are:

| Time (s) | Sticking $s$ | Net uptake $\gamma$ |
|---:|---:|---:|
| 60 | 0.722 | 0.627 |
| 300 | 0.409 | 0.148 |
| 1200 | 0.313 | 0.0007 |

After one minute, reading the uptake as the sticking probability gives a value 13 percent below the true $s$. After twenty minutes it misses nearly all of it.

The early error has a simple origin. Relative to $s$, it is

$$\frac{s-\gamma}{s}=\frac{nk_d\theta}{s_0\Phi(1-\theta)}=\frac{k_d\theta}{a(1-\theta)} .$$

At short times $\theta\approx at$ and $1-\theta\approx1$, so the error is $k_dt$ to leading order. This estimate needs $at\ll1$ as well as $k_dt\ll1$. An uptake measurement on an initially clean surface therefore gives the sticking probability reliably while the elapsed time is short compared with the filling time $1/\lambda$, which is never longer than the residence time $1/k_d$.

## Making the hidden exchange visible

A thought experiment separates the two pictures. Let the surface reach equilibrium, then replace the gas by tagged atoms that behave identically. Keep the pressure constant and the gas fully tagged, so that untagged atoms leaving the surface do not return.

Let $\theta_T$ be the share of sites holding tagged atoms. Arriving atoms fill empty sites as before, and tagged atoms desorb at the usual rate:

$$\frac{d\theta_T}{dt}=a(1-\theta_{eq})-k_d\theta_T=k_d(\theta_{eq}-\theta_T).$$

The second form uses the equilibrium balance $a(1-\theta_{eq})=k_d\theta_{eq}$. Since $\theta_T$ starts at zero,

$$\theta_T(t)=\theta_{eq}\left(1-e^{-k_dt}\right).$$

The total coverage stays at 0.653 throughout. The tagged coverage reaches 0.077 after 60 s, 0.304 after 300 s and 0.600 after 1200 s. If nothing stuck, it would stay at zero. Its initial slope is $k_d\theta_{eq}=s_{eq}\Phi/n$, so the experiment would measure the sticking probability at equilibrium directly, given $\Phi$ and $n$.

Exchange is slower than filling: its time constant is $1/k_d=478$ s, against $1/(a+k_d)=166$ s. Filling ends when the total coverage has settled, but the atoms that make up this coverage still have to be replaced one desorption at a time.

This answers the opening question. Suppose the supply is cut off and desorbed atoms are pumped away before they can return. Then $a=0$, the rate equation becomes $d\theta/dt=-k_d\theta$, and the surface emits

$$nk_d\theta_{eq}e^{-k_dt}.$$

The emission begins at $6.83\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}}$ and takes $\ln2/k_d=331$ s to fall by half. A reflecting wall would emit nothing. It is an adequate boundary condition for the net flux at unchanging equilibrium, but not for what follows a change of gas.

## A small probability can carry a large flux

The equilibrium exchange flux is $J=s_{eq}\Phi$. Inserting the formula for $s_{eq}$ and taking the reciprocal gives

$$\frac1J=\frac{1+s_0\Phi/(nk_d)}{s_0\Phi}=\frac1{s_0\Phi}+\frac1{nk_d}.$$

At low pressure the first term dominates. The surface is nearly empty, $s_{eq}$ approaches $s_0$, and exchange is limited by arrivals. At high pressure the second term dominates. The surface is nearly full, $s_{eq}$ approaches $nk_d/\Phi$, and exchange is limited by how quickly sites become free. With temperature held at 900 K:

| Pressure (Torr) | $s_{eq}$ | $J$ ($\mathrm{cm^{-2}\,s^{-1}}$) |
|---:|---:|---:|
| $2\times10^{-10}$ | 0.883 | $1.93\times10^{10}$ |
| $2\times10^{-9}$ | 0.758 | $1.66\times10^{11}$ |
| $2\times10^{-8}$ | 0.312 | $6.83\times10^{11}$ |
| $2\times10^{-7}$ | 0.0455 | $9.935\times10^{11}$ |

From the first row to the last, the sticking probability falls by a factor of about 19 while the exchange flux rises by a factor of about 51. The growing number of impacts more than makes up for the smaller chance of each. In this model $J$ stays below $nk_d=1.05\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$. A sticking probability near zero may thus belong to a surface exchanging atoms almost as fast as it can. For real indium the high-pressure limit is cut short by condensation. The last row already lies at about 7 percent of the saturation pressure, where a second layer that blocks the atoms beneath it would lower both values by about 6 percent.

## What a mobile precursor changes

The assumption that an atom striking a filled site is reflected at once may fail. Suppose instead that every arriving atom is first held loosely and wanders over the surface. At each site it visits, it leaves with probability $\ell$, binds with probability $b$ if the site is empty, and otherwise hops on. If visited sites are filled at random with probability $\theta$, the chance of binding on some visit is a geometric sum:

$$s=\sum_{j=0}^{\infty}\left[1-\ell-b(1-\theta)\right]^j b(1-\theta)=\frac{b(1-\theta)}{\ell+b(1-\theta)} .$$

On an empty surface this becomes $s_0=b/(\ell+b)$. Dividing numerator and denominator by $\ell+b$, and using $\ell/(\ell+b)=1-s_0$, gives

$$s=\frac{s_0(1-\theta)}{1-s_0\theta},\qquad 1-s=\frac{1-s_0}{1-s_0\theta}.$$

Desorption must follow the same path in reverse. A bound atom climbs into the loose state at a rate $k_c$. We take $\ell$ and $b$ to be small, so that it typically visits many sites before it leaves or binds, and the empty site it has just vacated hardly affects its fate. It then escapes with probability $1-s$, as a newly arrived atom would; otherwise it binds again. On a nearly empty surface the escape rate is $k_d=k_c(1-s_0)$. At coverage $\theta$ it is $k_c(1-s)=k_d/(1-s_0\theta)$. The balance reads

$$\frac{s_0\Phi(1-\theta)}{1-s_0\theta}=\frac{nk_d\theta}{1-s_0\theta}.$$

The common denominator cancels, so the equilibrium coverage is still 0.653. The sticking probability, however, rises from 0.312 to

$$s=\frac{0.312}{1-0.9\times0.653}=0.76 .$$

Two surfaces with equal coverage and equal, vanishing uptake can therefore differ in sticking probability by a factor of 2.4. The exchange flux rises by the same factor and exceeds $nk_d$, which was a ceiling for direct capture only. Here the ceiling is $nk_c$. The response to a cut-off changes too. With $d\theta/dt=-k_d\theta/(1-s_0\theta)$, the emission starts 2.4 times higher than for direct capture and falls by half in about 83 s instead of 331 s. These values are the limit of very small $\ell$ and $b$. An atom hopping between neighbouring sites of a square lattice revisits sites, and with $\ell=0.02$ and $b=0.18$ the sticking probability is about 0.72 and the halving time about 91 s.

## How far the example can be trusted

The sites of a real indium layer on silicon are not independent. Suppose, in a mean-field estimate, that the binding energy changes in proportion to coverage, by 0.1 eV at a full layer. With pressure and temperature fixed, attraction lowers the sticking probability to 0.14 and repulsion raises it to 0.45. An error of 0.1 eV in $E$ itself matters even more: 2.7 eV gives 0.59 and 2.9 eV gives 0.12. A tenfold error in the attempt rate would matter more still: with $E=2.8$ eV, $10^{12}\ \mathrm{s^{-1}}$ gives 0.045 and $10^{14}\ \mathrm{s^{-1}}$ gives 0.76. The conventional value used here is probably low. If a bound atom vibrates at 1 to 3 THz in each direction and has an electronic degeneracy of 1 or 2, equilibrium with the vapour requires an attempt rate of about $1.7\times10^{13}$ to $8\times10^{14}\ \mathrm{s^{-1}}$, with $E$ measured from the vibrational ground state, which gives a sticking probability of 0.43 to 0.88. The site density matters less: with the original attempt rate, one site per two surface atoms of Si(001) gives 0.24, and one per surface atom gives 0.38. The time in which the emission halves after a cut-off is even more uncertain: it is 91 s for 2.7 eV and about 1200 s for 2.9 eV. The example shows that sticking at equilibrium can be substantial, but it does not fix the value for a real surface.

Two other omissions hardly change the adsorbed amount. If an atom in a second layer is bound as in liquid indium and captured equally well, the ratio of second-layer to first-layer atoms is about the pressure divided by the saturation pressure. With a rough saturation pressure of $3\times10^{-6}$ Torr, this is 0.7 percent. The sticking probability is another matter: if these brief stays count as capture, an impact on a filled site is captured as readily as one on an empty site, and the total sticking probability is $s_0$ at any coverage. The value 0.312 refers to direct capture in the first layer alone. The second-layer atoms stay for about $0.0067/a=1.7$ s on average, so, if they stay where they land, after a cut-off they add a burst of a few seconds, which at first nearly triples the emission calculated above. At 900 K they are more likely to hop many times during such a stay and to exchange with empty first-layer sites, acting as a mobile precursor. If the two layers stay in equilibrium with each other, the emission is about $nk_d\theta/(1-\theta)$: it again starts nearly three times higher, but it takes about 62 s to fall by half. With a rough diffusivity of $10^{-20}\ \mathrm{cm^2\,s^{-1}}$ and solubility of $10^{18}\ \mathrm{cm^{-3}}$, the indium dissolved in one hour is estimated at less than one ten-thousandth of the adsorbed amount.

Actual epitaxy departs further from the example. If the indium source is hotter than the silicon, a constant coverage is a steady state, not thermal equilibrium. The same rate balance applies if $\Phi$ and $s_0$ describe the atoms that really arrive. During growth, arriving silicon also buries some indium. Capture must then supply both desorption and burial, so it exceeds desorption even at constant coverage. In each case the boundary condition should carry capture and release as separate terms, because their difference does not determine either one. The main values are in the numerical output below.

## Computed values

```
INPUTS (indium on Si(001), rough typical values)
temperature = 900 K, kT = 0.07756 eV
pressure = 2.0e-08 Torr
binding energy = 2.80 eV
attempt rate = 1.0e+13 1/s
site density = 5.0e+14 1/cm^2
capture probability at an empty site s0 = 0.90
atomic mass = 114.818 u
EQUILIBRIUM
impact flux = 2.185e+12 1/(cm^2 s)
impacts per site = 4.371e-03 1/s
capture rate per empty site a = 3.934e-03 1/s
desorption rate k_d = 2.093e-03 1/s
mean residence time = 478 s
coverage = 0.6528
sticking probability per impact = 0.3125
captured flux = 6.830e+11 1/(cm^2 s)
desorbed flux = 6.830e+11 1/(cm^2 s)
exchange flux = 0.410 1/(nm^2 min)
ceiling of exchange flux n k_d = 1.046e+12 1/(cm^2 s)
SIMULATION OF SINGLE IMPACTS
sites = 300, impacts = 514273
captured = 160424, desorbed = 160415
captured share of impacts = 0.3119
net uptake per impact = 1.8e-05
desorbed share of departing atoms = 0.3119
FILLING A CLEAN SURFACE
relaxation time = 166 s
t = 60 s: coverage 0.1981, sticking 0.7217, net 0.62691
t = 300 s: coverage 0.5457, sticking 0.4089, net 0.14759
t = 1200 s: coverage 0.6523, sticking 0.3129, net 0.00065
TAGGED GAS ADMITTED AT EQUILIBRIUM
half of the adsorbed atoms replaced after 331 s
t = 60 s: tagged coverage 0.0770, total 0.6528
t = 300 s: tagged coverage 0.3043, total 0.6528
t = 1200 s: tagged coverage 0.5998, total 0.6528
EQUILIBRIUM AT OTHER PRESSURES
2e-10 Torr: coverage 0.0185, sticking 0.8834, exchange 1.931e+10 1/(cm^2 s)
2e-09 Torr: coverage 0.1582, sticking 0.7576, exchange 1.656e+11 1/(cm^2 s)
2e-08 Torr: coverage 0.6528, sticking 0.3125, exchange 6.830e+11 1/(cm^2 s)
2e-07 Torr: coverage 0.9495, sticking 0.0455, exchange 9.935e+11 1/(cm^2 s)
NEGLECTED EFFECTS
mobile precursor: coverage 0.6528, sticking 0.7576
lateral attraction 0.1 eV: coverage 0.8489, sticking 0.1360
lateral repulsion 0.1 eV: coverage 0.4975, sticking 0.4523
binding energy 2.7 eV: sticking 0.5930
binding energy 2.9 eV: sticking 0.1150
rough saturation pressure = 3e-06 Torr
second-layer to first-layer ratio = 0.0067
rough bulk diffusivity = 1e-20 cm^2/s, solubility = 1e+18 1/cm^3
dissolved in 3600 s, upper estimate = 1.2e+10 1/cm^2
dissolved share of the adsorbed amount = 3.7e-05
```
